# The Caroli Formula for Coherent Two-Terminal Transmission, part 2

Independent electrons in a fixed mean potential cross a finite device between two semi-infinite leads, $\alpha=L,R$. The device Hamiltonian $H_D$ is Hermitian unless absorption is added. The matrix $\tau_\alpha$ takes an amplitude in lead $\alpha$ into the device, and $g_\alpha$ is the retarded Green function of the isolated lead, taken at $E+i\eta$ with $\eta\to0^+$. The self-energy and broadening of each lead are

$$
\Sigma_\alpha=\tau_\alpha g_\alpha\tau_\alpha^\dagger,\qquad
\Gamma_\alpha=i\left(\Sigma_\alpha-\Sigma_\alpha^\dagger\right), \tag{3}
$$

and $\Gamma_\alpha$ has no negative eigenvalue. The device Green functions are

$$
G^r=\left[E-H_D-\Sigma_L-\Sigma_R\right]^{-1},\qquad G^a=(G^r)^\dagger . \tag{4}
$$

Band edges of the leads and bound states are excluded. The transmission per spin direction, summed over channels, is

$$
T(E)=\mathrm{Tr}\left[\Gamma_L G^r\Gamma_R G^a\right]. \tag{5}
$$

It was derived from scattering states that grow out of separately filled leads joined in the remote past. With distributions $f_L$ and $f_R$, the particle flows sent from left to right and from right to left are

$$
J_{R\leftarrow L}=\frac1h\int dE\,f_L(E)\,T_{RL}(E),\qquad T_{RL}=\mathrm{Tr}\left[\Gamma_RG^r\Gamma_LG^a\right]. \tag{12}
$$

$$
J_{L\leftarrow R}=\frac1h\int dE\,f_R(E)\,T_{LR}(E),\qquad T_{LR}=\mathrm{Tr}\left[\Gamma_LG^r\Gamma_RG^a\right]. \tag{13}
$$

Conservation of probability, with $\Gamma=\Gamma_L+\Gamma_R$, gives

$$
i\left(G^r-G^a\right)=G^r\Gamma G^a=G^a\Gamma G^r . \tag{14}
$$

Multiplying the last equality by $\Gamma_L$, taking the trace and cancelling equal terms gives, also in a magnetic field,

$$
T_{LR}(E)=T_{RL}(E)\equiv T(E), \tag{15}
$$

For chemical potentials $\mu_L>\mu_R$, equal temperatures and a factor two for spin, the magnitude of the electric current is

$$
I=\frac{2e}{h}\int dE\,T(E)\left[f_L(E)-f_R(E)\right] \tag{16}
$$

Without bound states, the device density matrix for each spin direction is

$$
\rho_D=\int\frac{dE}{2\pi}\,G^r\left(f_L\Gamma_L+f_R\Gamma_R\right)G^a . \tag{18}
$$

Its diagonal elements enter the Poisson equation for the self-consistent potential.

### Transmission eigenvalues and their bounds

Because $\Gamma_\alpha$ has no negative eigenvalue, it has a Hermitian square root. Define on the device space

$$
t=i\,\Gamma_R^{1/2}G^r\Gamma_L^{1/2},\qquad r=-1+i\,\Gamma_L^{1/2}G^r\Gamma_L^{1/2}. \tag{19}
$$

Then $tt^\dagger=\Gamma_R^{1/2}G^r\Gamma_LG^a\Gamma_R^{1/2}$, and its trace is $T$. On the range of $\Gamma_L$, which is spanned by the open channels of the left lead, the matrix $r$ describes reflection. On the rest of the device space it is simply $-1$ and carries no flow. From (19) and the Hermitian conjugate of $r$,

$$
r^\dagger r=1-\Gamma_L^{1/2}\,i\left(G^r-G^a\right)\Gamma_L^{1/2}+\Gamma_L^{1/2}G^a\Gamma_LG^r\Gamma_L^{1/2}.
$$

Replacing $i(G^r-G^a)$ by $G^a(\Gamma_L+\Gamma_R)G^r$ from (14) cancels the last term and leaves

$$
r^\dagger r+t^\dagger t=1 . \tag{20}
$$

Neither $r^\dagger r$ nor $t^\dagger t$ can have a negative eigenvalue. Every eigenvalue of $t^\dagger t$ therefore lies between zero and one. The number of nonzero eigenvalues cannot exceed the rank of $\Gamma_L$ or that of $\Gamma_R$. If these ranks are $M_L$ and $M_R$, then

$$
0\le T(E)\le\min(M_L,M_R). \tag{21}
$$

### Self-energy of a uniform lattice lead

Consider an effective-mass strip on a square grid of spacing $a$. Replacing second derivatives by differences gives the hopping element $-t_0$ with

$$
t_0=\frac{\hbar^2}{2ma^2}. \tag{22}
$$

In a uniform lead every slice across the strip is the same. The transverse modes $n$ are then independent, and each forms a chain with site energy $e_n+2t_0$, where $e_n$ is the subband edge. A wave with phase $k_n$ per slice has the energy

$$
E=e_n+2t_0-2t_0\cos k_n . \tag{23}
$$

Removing the first site of a semi-infinite chain leaves an identical chain. The Green function $g$ of the end site therefore satisfies $g^{-1}=E-e_n-2t_0-t_0^2g$. Try $g=-\lambda/t_0$. The equation becomes

$$
-\frac{t_0}{\lambda}=E-e_n-2t_0+t_0\lambda,\qquad\text{or}\qquad \lambda+\frac1\lambda=2-\frac{E-e_n}{t_0}.
$$

By (23) the right side is $2\cos k_n$, so the solutions are $\lambda=e^{ik_n}$ and its inverse. The retarded limit selects one. For $E+i\eta$ the spectral sum makes $\mathrm{Im}\,g$ negative, hence $\mathrm{Im}\,\lambda>0$. The imaginary part of the last equation is $\mathrm{Im}\,\lambda\,(1-1/|\lambda|^2)=-\eta/t_0$, which then requires $|\lambda|<1$. The chosen wave decays into the lead for finite $\eta$ and travels outwards in the limit. Since $\Sigma_n=t_0^2g$,

$$
\Sigma_n=-t_0e^{ik_n},\qquad \Gamma_n=-2\,\mathrm{Im}\,\Sigma_n=2t_0\sin k_n=\frac{\hbar v_n}{a}. \tag{24}
$$

The last form uses the group velocity $v_n=(a/\hbar)\,dE/dk_n$. For a closed mode $\lambda$ is real, so the self-energy shifts the device levels but $\Gamma_n=0$. The rank of $\Gamma_\alpha$ is thus the number of open modes, and this is the bound in (21).

The numerical examples take $m=0.2\,m_e$ and $a=1$ nm, for which $t_0=0.1905$ eV. The self-energy (24) was tested against the explicit sum over the eigenstates of a lead of 1000 sites, at 0.1 eV above the subband edge and with $\eta=0.0038$ eV. Both were evaluated at the complex energy $E+i\eta$ and give a broadening of 0.2535 eV. In the limit $\eta\to0^+$ the broadening at this energy is 0.2573 eV, the value used in the next example.

### One shifted site

Let a uniform chain have one site whose energy is raised by $U$, and take this site as the device. Both leads have the self-energy $-t_0e^{ik}$. With (23),

$$
(G^r)^{-1}=E-e-2t_0-U+2t_0e^{ik}=-2t_0\cos k-U+2t_0\cos k+2it_0\sin k=-U+i\Gamma,
$$

where $\Gamma=2t_0\sin k$ belongs to each lead. Formula (5) is now a product of numbers:

$$
T=\Gamma^2|G^r|^2=\frac{\Gamma^2}{\Gamma^2+U^2}. \tag{25}
$$

The same result follows from the wave function without any Green function. Number the shifted site 0, and let the amplitude be $e^{ikj}+\rho\,e^{-ikj}$ to its left and $s\,e^{ikj}$ to its right. Continuity at site 0 requires $1+\rho=s$. The Schrödinger equation there is

$$
(-2t_0\cos k-U)s+t_0\left(e^{-ik}+\rho e^{ik}\right)+t_0s\,e^{ik}=0 .
$$

Inserting $\rho=s-1$ and collecting terms gives $s(-U+i\Gamma)=i\Gamma$. Thus $s=i\Gamma G^r$, in agreement with $t$ in (19), and $|s|^2$ is (25).

For $U=0.15$ eV and an energy 0.1 eV above the edge, the arithmetic is

$$
\cos k=1-\frac{0.1}{2\times0.1905}=0.7375,\qquad
\Gamma=2\times0.1905\times0.6753=0.2573\ \text{eV},
$$

$$
T=\frac{0.0662}{0.0662+0.0225}=0.746 .
$$

The transmission tends to one as $U\to0$ inside the band. For fixed $U\neq0$ it tends to zero at the band edge, where the velocity and hence $\Gamma$ vanish. At the edge with $U=0$ the inverse of $G^r$ is zero, which is one reason why band edges were excluded.

### A strip under a gate barrier

The second device has 15 slices of five transverse points between hard walls. Its potential contains a gate barrier $U_0e^{-(x/w)^2}$, uniform across the strip, with $w=3$ nm and $x=0$ in the centre. One point off the axis, in slice 5 and row 2, is raised by a further 0.1 eV and mixes the transverse modes. The potential is prescribed and is not a solution of the Poisson equation.

The subband edges of the leads are $e_n=2t_0[1-\cos(n\pi/6)]$, and the lowest three are 0.0510, 0.1905 and 0.3810 eV. For $U_0=0.1$ eV the gate raises the first subband to 0.151 eV at the centre. The transmission is

| $E$ (eV) | open modes | $T$ |
|---|---|---|
| 0.12 | 1 | 0.103 |
| 0.16 | 1 | 0.735 |
| 0.20 | 2 | 0.984 |
| 0.30 | 2 | 1.725 |

At each energy the trace was tested against a direct solution of the Schrödinger equation with one incoming mode at a time and outgoing or decaying waves in both leads. In that solution the transmission is a ratio of fluxes, and transmission plus reflection add up to the number of open modes.

At 0.12 eV the electron is below the barrier top and tunnels. At 0.20 eV two modes are open in the leads, yet $T$ is below one. The second subband is raised to $0.1905+0.1000=0.2905$ eV at the centre, so classically it is blocked at this energy, while the first subband, with its top at 0.151 eV, is not. At 0.30 eV both subbands lie below the energy everywhere along the gate barrier. The two transmission eigenvalues are then 0.731 and 0.993, whose sum is the trace. They belong to combinations of modes that the device transmits independently, and need not be the modes $n=1,2$ of the leads.

### Magnetic flux and absorption

A magnetic field enters the lattice through phases on the hopping elements. With a phase of 0.3 rad around each cell of the device, at 0.30 eV and $U_0=0.1$ eV, $G^r$ is no longer a symmetric matrix. The two traces in (12) and (13) nevertheless both equal 1.201, as (15) requires. This value of the phase serves to test the identity and does not represent a practical field.

The role of particle conservation is seen by adding absorption, $H_D\to H_D-\tfrac i2\Gamma_p$, where $\Gamma_p$ has no negative eigenvalue. The identity (14) then holds with $\Gamma_L+\Gamma_R+\Gamma_p$, and the cancellation that led to (15) leaves

$$
T_{LR}-T_{RL}=\mathrm{Tr}\left[\Gamma_pG^r\Gamma_LG^a\right]-\mathrm{Tr}\left[\Gamma_LG^r\Gamma_pG^a\right]. \tag{26}
$$

With an absorption width of 0.1 eV on the raised point and the same flux, the traces become $T_{LR}=1.097$ and $T_{RL}=1.146$. If all matrices are symmetric, as without a magnetic field for real orbitals, transposing the traces shows that $T_{LR}=T_{RL}$ even with absorption. The equality is then no sign that electrons are conserved: some still disappear in the device. A physical scattering process returns them, possibly at other energies, and (16) must be supplemented by that returned flow.

### The current as a limit of time evolution

The derivation assumed that separately filled leads, joined in the remote past, settle into the scattering states. This was tested on a chain with two leads of 300 sites and a device of two sites. In units of $t_0$ and measured from the band centre of the leads, the device levels are $\pm0.2$, the three links at and inside the device are 0.7, the chemical potentials are $\pm0.3$, and $k_BT=0.05$. At time zero the leads are filled as isolated systems, the device is empty, and the links are switched on.

The greatest group velocity is $2t_0a/\hbar$. A disturbance from the device needs a time of $600/2=300$ in units of $\hbar/t_0$ to reach the end of a lead and return. Between 120 and 240 of these units the current in the device link is steady, with a spread below $10^{-7}$ µA. Its mean is 3.574 µA per spin direction, and (16) without the factor two, with $T(E)$ from (5), gives the same value.

### Gate control of the current

Let the left lead of the strip be the source, with $\mu_S=0.10$ eV, and the right lead the drain, with $\mu_D=0.05$ eV, both at 300 K, where $k_BT=0.0259$ eV. The potential is kept fixed, so the drop that a real bias causes along the channel is left out. Integrating (16) for two barrier heights gives

$$
I(U_0=0.1\ \text{eV})=0.328\ \text{µA},\qquad I(U_0=0.2\ \text{eV})=0.0147\ \text{µA}. \tag{27}
$$

Raising the barrier by 0.1 eV reduces the current by a factor of 22. If the current came from the Boltzmann tail above the barrier alone, the factor would be $e^{0.1/0.0259}\approx48$.

The bound (21) shows how much of the current must pass below the barrier top. For one fully open mode, the energies above $E_0$ contribute

$$
I_1(E_0)=\frac{2e}{h}\,k_BT\left[\ln\left(1+e^{(\mu_S-E_0)/k_BT}\right)-\ln\left(1+e^{(\mu_D-E_0)/k_BT}\right)\right], \tag{28}
$$

which is the integral of the difference of the two Fermi functions. The prefactor is $77.48\ \text{µS}\times0.02585\ \text{V}=2.00$ µA.

For $U_0=0.1$ eV the top of the first subband is at 0.151 eV, and $I_1=0.221$ µA. The second mode opens in the leads at 0.1905 eV and can add at most 0.051 µA; the third adds less than 0.0001 µA. Energies above the top thus carry at most 0.272 µA, and at least 0.05 µA of the 0.328 µA is tunnelling current.

For $U_0=0.2$ eV the top is at 0.251 eV, where two modes are open in the leads. Energies above it carry at most $2\times0.0050=0.010$ µA. At least 0.004 µA, more than a quarter of the total, must tunnel. These are lower bounds, so they do not tell which of the two currents has the larger tunnelling share. They do show that tunnelling contributes noticeably to both, so the estimate of 48, which leaves it out, cannot be relied on here.

These currents illustrate the formula for a prescribed potential. They leave out the self-consistent charge (18), phonon scattering and any roughness beyond the one raised point. The grid also limits them: at 0.1 eV above a subband edge the phase advance $k$ is about 0.74 rad per slice, so the lattice dispersion (23) already differs from a parabola by several per cent. The results of the program are given with more digits in the numerical output below; the values of (28) follow from the formula itself.

## Values computed for the example and the checks

```
effective mass = 0.2 m_e, grid spacing = 1.0 nm
hopping energy = 0.19050 eV
lead test: energy above subband edge = 0.1 eV, eta = 0.00381 eV
  broadening, sum over lead states = 0.253545 eV
  broadening, closed formula       = 0.253545 eV
one site: shift U = 0.15 eV, energy above edge = 0.1 eV
  Gamma of each lead = 0.25729 eV
  G = -1.6911 + i(-2.9007) 1/eV
  T from trace = 0.74633, from wave matching = 0.74633
strip: 15 slices, 5 transverse points
  barrier = U0 exp(-(x/w)^2), w = 3.0 nm, x = 0 at centre
  extra site: slice 5, row 2, +0.1 eV
  lowest three subband edges = 0.0510, 0.1905, 0.3810 eV
  U0 = 0.1 eV; first subband barrier top = 0.1510 eV
  E = 0.12 eV: open modes 1, T trace 0.102954, T waves 0.102954
  E = 0.16 eV: open modes 1, T trace 0.734541, T waves 0.734541
  E = 0.20 eV: open modes 2, T trace 0.984277, T waves 0.984277
  E = 0.30 eV: open modes 2, T trace 1.724602, T waves 1.724602
  transmission eigenvalues at 0.30 eV = 0.731265, 0.993336
flux phase = 0.3 rad per cell, E = 0.3 eV, U0 = 0.1 eV
  Tr[GL G GR G+] = 1.201033, Tr[GR G GL G+] = 1.201033
  mode 1 to 2: 0.075281, mode 2 to 1: 0.049489
  with absorption width 0.10 eV on the extra site:
  Tr[GL G GR G+] = 1.096869, Tr[GR G GL G+] = 1.145588
real-time test: 300 sites per lead, two-site device
  in units of hop: levels 0.2, -0.2; links 0.7; mu 0.3, -0.3; kT 0.05
  time window = 120 to 240 hbar/hop
  current per spin, time evolution = 3.57412 uA
  spread over the window = 3.1e-08 uA
  current per spin, Landauer-Caroli = 3.57412 uA
strip current: 300 K, kT = 0.02585 eV
  source mu = 0.1 eV, drain mu = 0.05 eV
  U0 = 0.10 eV: current = 0.32754 uA
  U0 = 0.20 eV: current = 0.01470 uA
  current ratio = 22.28
  2e^2/h = 77.4809 uS
```
